# Does a vibrational participation ratio below one prove localisation?

**Question**

I am analysing the harmonic vibrations of a model of amorphous silica. For each mode I calculate the participation ratio

$$p=\frac{\left(\sum_{i=1}^{N}|\mathbf u_i|^2\right)^2}{N\sum_{i=1}^{N}|\mathbf u_i|^4},$$

where $\mathbf u_i$ is the real displacement vector of atom $i$. Even the lowest modes, which look like sound waves, have $p$ between 0.6 and 0.7. Does this mean that a third of the atoms stay out of the motion, so that the modes are partly localised? If not, what would show localisation?

**Answer**

No. A value below one shows that the atoms move with unequal amplitudes, and a standing wave has unequal amplitudes because it has nodes.

**What the ratio measures**

Write $w_i=|\mathbf u_i|^2\ge 0$. Cauchy's inequality gives $(\sum_i w_i)^2\le N\sum_i w_i^2$, with equality when all $w_i$ are equal. Since the cross terms in $(\sum_i w_i)^2$ are not negative, also $\sum_i w_i^2\le(\sum_i w_i)^2$. Therefore

$$\frac1N\le p\le 1 .$$

If $M$ atoms move equally and the others are still, $p=M^2/(NM)=M/N$. This is the origin of the reading "fraction of atoms taking part". For any other pattern, $Np$ is an effective number of atoms, not a count of those that move, and it says nothing about where they are.

**The standing wave**

Take one wavevector $\mathbf k$ and one fixed unit polarisation $\mathbf n$:

$$\mathbf u_i=A\,\mathbf n\sin\theta_i,\qquad \theta_i=\mathbf k\cdot\mathbf r_i+\varphi .$$

Then $w_i=A^2\sin^2\theta_i$, because $|\mathbf n|=1$. The amplitude cancels, and with $\langle\cdot\rangle$ for the average over atoms,

$$p=\frac{\langle\sin^2\theta\rangle^2}{\langle\sin^4\theta\rangle}.$$

The double-angle formula, used twice, gives

$$\sin^2\theta=\tfrac12-\tfrac12\cos2\theta,\qquad
\sin^4\theta=\tfrac14\left(1-2\cos2\theta+\cos^22\theta\right)=\tfrac38-\tfrac12\cos2\theta+\tfrac18\cos4\theta .$$

If the atoms sample the phase evenly, the averages of $\cos2\theta$ and $\cos4\theta$ vanish in the large-system limit, and

$$p\to\frac{(1/2)^2}{3/8}=\frac23 .$$

The wave fills the whole sample. The missing third comes from the smooth variation between nodes and antinodes, not from a third of the atoms being at rest.

A chain of $N$ equal atoms with fixed ends shows the finite-size correction and an exception. Its modes have $\theta_n=\pi jn/(N+1)$ with $j=1,\dots,N$. The site $n=0$ has zero displacement, so it can be added to the sums. Then $\sum_{n=0}^{N}\cos2\theta_n=0$, being the real part of a complete geometric sum over roots of unity. The sum of $\cos4\theta_n$ vanishes for the same reason, unless $2j=N+1$, when every term is 1. Apart from that case,

$$\sum_n\sin^2\theta_n=\frac{N+1}{2},\quad \sum_n\sin^4\theta_n=\frac{3(N+1)}{8},\quad p=\frac{2(N+1)}{3N}.$$

For $2j=N+1$ the fourth-power sum is $(3/8+1/8)(N+1)=(N+1)/2$, so $p=(N+1)/(2N)$. Every second atom is then still, yet the mode is extended. Diagonalising a chain of 599 atoms gives 0.6678 for the lowest mode and 0.5008 for this exceptional one.

**Other patterns and conventions that change the number**

- *Several waves.* Two equal waves with perpendicular polarisations, a quarter period apart in space, have $w_i\propto\sin^2\theta_i+\cos^2\theta_i=1$, so $p=1$. A product of three sines along three axes has averages that factorise, so $p=(2/3)^3=8/27\approx0.296$. Both patterns are extended. So is the sum of two sines of unit amplitude along $x$ and $y$, both polarised along $z$. Its mean square is $1$ and its mean fourth power is $2\cdot\tfrac38+6\cdot\tfrac14=\tfrac94$, so $p=4/9$. In a cubic cell the lowest waves along the three axes have nearly equal frequencies, and disorder can mix them in this way. A single extended mode of such a cell therefore need not have $p$ near $2/3$. The elongated box used below, with one displacement component per atom, avoids this mixing. With three components, the two transverse polarisations of one wave can still mix in an elongated box, which for ideal sine waves gives $p$ between $2/3$ and $1$.
- *Cartesian components.* Some definitions use the $3N$ components $u_{i\alpha}$ in place of the $N$ atoms. The fourth-power sum then gains a factor $\sum_\alpha n_\alpha^4$, and $N$ becomes $3N$, so the standing wave gives $p=2/(9\sum_\alpha n_\alpha^4)$. This is $2/9$ for polarisation along a Cartesian axis and $2/3$ along the (1,1,1) direction. The atomic definition gives $2/3$ for both.
- *Mass weighting.* Diagonalising the dynamical matrix returns $\mathbf e_i=\sqrt{m_i}\,\mathbf u_i$. Then $w_i\propto m_i\sin^2\theta_i$. If the masses are uncorrelated with the phase, the averages factorise:

$$p_e=\frac{\langle m\rangle^2\langle\sin^2\theta\rangle^2}{\langle m^2\rangle\langle\sin^4\theta\rangle}=\frac23\,\frac{\langle m\rangle^2}{\langle m^2\rangle}.$$

For silica, with masses 28.085 u and 15.999 u in the ratio 1:2, $\langle m\rangle=(28.085+2\times15.999)/3=20.028$ u, and $p_e=0.617$. If your vectors were taken from the dynamical matrix without dividing by $\sqrt{m_i}$, part of your deficit comes from this.

**A box with silica's masses**

Consider a periodic box of $24\times6\times6=864$ sites, with Si and O masses placed at random in the ratio 1:2. Neighbours are joined by equal springs, and each atom has one displacement component. I take rough typical values for silica: density 2.2 g/cm³ and transverse sound speed $v=3.8$ km/s. The site spacing is

$$a=\left(\frac{20.028\ \text{u}}{2.2\ \text{g/cm}^3}\right)^{1/3}=0.247\ \text{nm},$$

so the box is $24a=5.93$ nm long. With every mass replaced by the mean, a wave along the box has $\omega=(2v/a)\sin(ka/2)$. For the longest wave, $k=2\pi/(24a)$, this gives

$$f=\frac{v}{\pi a}\sin\frac{\pi}{24}\approx0.64\ \text{THz}.$$

I diagonalised the disordered box for six mass arrangements and took the two lowest non-uniform modes of each. Their mean frequency is 0.638 THz. On average 99.99 % of the squared displacement lies in the pure sine and cosine waves of that wavelength. These modes are extended, and their mean $p$ is 0.666. The mass-weighted value is 0.613.

In a box of half the length, with the same cross-section, the mean $p$ is again 0.666, while $Np$ falls from 576 to 288 atoms. The mass-weighted value there is 0.605, about 2 % below the prediction of 0.617. The prediction assumes a pure sine wave whose displacements are unrelated to the masses, which is only approximately true in the disordered box.

**How far a real glass can differ**

The density and sound speed above are near those of real silica, but the lattice is not. Real silica is an irregular network of linked tetrahedra, and its atoms move in three dimensions. The lattice also lacks the excess low-frequency modes of real silica (the boson peak, around 1 THz), near which transverse waves are strongly scattered. The box frequencies lie in that range, so the nearly pure sine shape found above belongs to the model and should not be expected of real silica in a cell this small. The size of three departures can be estimated.

*Uneven springs.* Letting each spring constant vary at random by up to ±50 %, at fixed box size and mass arrangements, gives a mean $p$ of 0.668. The twelve modes sampled range from 0.663 to 0.674, so $2/3$ is not an upper bound for a finite disordered sample.

*Irregular positions.* Suppose the phases $\theta_i$ are independent and uniform. To leading order in the fluctuations of the two averages,

$$\frac{\delta p}{p}=\frac{2\,\delta\langle\sin^2\theta\rangle}{1/2}-\frac{\delta\langle\sin^4\theta\rangle}{3/8}.$$

Each atom thus contributes through $g=4\sin^2\theta-\tfrac83\sin^4\theta$, whose mean is $2-1=1$. The means of $\sin^6\theta$ and $\sin^8\theta$ are $5/16$ and $35/128$, so

$$\langle g^2\rangle-1=16\cdot\frac38-\frac{64}{3}\cdot\frac5{16}+\frac{64}{9}\cdot\frac{35}{128}-1=\frac5{18}.$$

The standard deviation of $p$ is therefore $\tfrac23\sqrt{5/(18N)}$, or 0.012 for 864 atoms. Atoms in a glass fill space more evenly than independent positions would, so this should overestimate the scatter from this source.

*Non-affine motion.* In a glass, atoms also make irregular displacements on top of the smooth wave. Model these by an extended Gaussian field $\mathbf g_i$, independent of the wave, with variance $\sigma^2$ in each of three directions. Normalise the mean squared displacement to 1 and let the field carry a share $\eta$ of it, so that $A^2/2=1-\eta$ and $3\sigma^2=\eta$. With $s=\sin\theta$,

$$|\mathbf u|^2=A^2s^2+2As\,\mathbf n\cdot\mathbf g+|\mathbf g|^2 .$$

On squaring and averaging, odd powers of $\mathbf g$ vanish. Using $\langle(\mathbf n\cdot\mathbf g)^2\rangle=\sigma^2$, $\langle|\mathbf g|^2\rangle=3\sigma^2$ and $\langle|\mathbf g|^4\rangle=15\sigma^4$,

$$\frac1p=\frac38A^4+(4+6)\,\sigma^2\frac{A^2}{2}+15\sigma^4
=\frac32(1-\eta)^2+\frac{10}{3}\eta(1-\eta)+\frac53\eta^2
=\frac32+\frac\eta3-\frac{\eta^2}{6}.$$

The derivative $(1-\eta)/3$ is not negative, so $p$ falls steadily from $2/3$ at $\eta=0$ to $3/5$ at $\eta=1$. At $\eta=0.2$ it is 0.641. An extended mode with no visible wave at all can thus have $p=0.6$. This range belongs to the Gaussian model; it is not a bound for real silica, where the irregular motion may be uneven from place to place.

In the harmonic model, temperature sets the amplitude of a mode but does not change its $p$. For the lowest modes of the longer box at 300 K, $hf/(k_BT)=0.10$, so classical equipartition is adequate. It gives an rms displacement $\sqrt{k_BT/(N\langle m\rangle\omega^2)}=0.0030$ nm and an rms strain of 0.32 %. These figures are for one mode alone. The strain from all modes together is larger, and anharmonic effects are left out here.

**What does indicate localisation**

Look at how $p$ changes with system size. For a localised mode, $Np$ approaches a constant, so $p\propto1/N$. For the standing wave, $p$ is constant and $Np\propto N$.

A solvable localised case is a chain with springs $K$, masses $m$ and one light atom of mass $m(1-\varepsilon)$ at $n=0$, where $0<\varepsilon<1$. Try $u_n=(-1)^nr^{|n|}$ with $0<r<1$. The equations of motion for a host atom and for the light atom are

$$m\omega^2=K\left(2+r+\frac1r\right)=\frac{K(1+r)^2}{r},\qquad m(1-\varepsilon)\omega^2=2K(1+r).$$

Dividing the second by the first gives $1-\varepsilon=2r/(1+r)$, hence $r=(1-\varepsilon)/(1+\varepsilon)$. The geometric sums are

$$\sum_nu_n^2=\frac{1+r^2}{1-r^2},\qquad\sum_nu_n^4=\frac{1+r^4}{1-r^4}.$$

Since $1-r^4=(1-r^2)(1+r^2)$,

$$Np\to\frac{(1+r^2)^3}{(1-r^2)(1+r^4)} .$$

For $\varepsilon=0.05$, $r=0.95/1.05=0.905$ and $Np=19.9$ atoms. Diagonalising closed rings gives $p=0.0496$ for $N=400$ and $0.0248$ for $N=800$: twice the size, half the ratio.

In a ring of 32 atoms, a size selected because it brings $p$ closest to $2/3$, the same bound mode has $p=0.666$. Its tails have not died out before they meet on the far side, and the value is almost that of the sine wave. A single $p$ from a small cell therefore cannot exclude localisation. It cannot establish it either, because extended patterns such as the product of three sines also have a low $p$.

For your silica model, compare several cell sizes, keeping the definition of $p$ and the frequency window fixed. The lowest mode alone is a poor guide to one frequency, because that frequency drops as the cell grows: in the boxes above, from 1.26 to 0.64 THz. Also inspect where the displacement sits. Two sizes give evidence, not proof, since $Np$ may grow more slowly than $N$ without levelling off, and a localised mode wider than your largest cell will look extended. The constant-$Np$ rule was shown here for a mode above the band, which has no waves to mix with. At low frequency, motion concentrated on a soft or heavy spot is a resonance among the sound waves (a quasi-localised mode). It mixes with them as the cell grows, so $Np$ can keep rising while a few atoms still carry a large share of the motion. For such modes the spatial inspection matters more than the size scaling. The numerical output below lists the values from the diagonalisations and sampling tests.

## Computed results

```
mean sin^2, mean sin^4, limit of p: 1/2 3/8 2/3
fixed chain N=59: p lowest mode 0.67797, exceptional middle mode 0.50847
fixed chain N=599: p lowest mode 0.66778, exceptional middle mode 0.50083
polarisation [1, 0, 0]: p by atoms 0.6667, by components 0.2222
polarisation [1, 2, 2]: p by atoms 0.6667, by components 0.5455
polarisation [1, 1, 1]: p by atoms 0.6667, by components 0.6667
two perpendicular waves a quarter period apart: p 1.0000
product of three sines: p 0.2963
masses Si, O, mean: 28.085, 15.999, 20.028 u
density 2.2 g/cm^3, sound speed 3.8 km/s
site spacing 0.2473 nm
predicted mass-weighted p: 0.6168
box N=432, length 2.97 nm, spring spread +-0 %:
  mean p 0.6656 (range 0.6617 to 0.6692), mass-weighted 0.6046
  sine share 99.94 %, frequency 1.263 THz, N p = 288 atoms
box N=864, length 5.93 nm, spring spread +-0 %:
  mean p 0.6664 (range 0.6647 to 0.6684), mass-weighted 0.6131
  sine share 99.99 %, frequency 0.638 THz, N p = 576 atoms
box N=864, length 5.93 nm, spring spread +-50 %:
  mean p 0.6678 (range 0.6625 to 0.6741), mass-weighted 0.6127
  sine share 99.93 %, frequency 0.630 THz, N p = 577 atoms
random positions, N=864: p 0.6666, standard deviation 0.0119 (formula 0.0120)
non-affine share 0.2: p sampled 0.6412, formula 0.6410
non-affine share 0.5: p sampled 0.6156, formula 0.6154
non-affine share 1.0: p sampled 0.6003, formula 0.6000
at 300 K: h f/(k T) 0.102, rms displacement 0.00299 nm, rms strain 0.317 %
impurity mass deficit 0.05, decay factor r 0.9048, predicted N p 19.852 atoms
bound mode N=400: p 0.04963, N p 19.852 atoms
bound mode N=800: p 0.02482, N p 19.852 atoms
bound mode in a small ring N=32: p 0.6657
```
